# Weakly joined harmonic chains: why the classical conductance is linear in k'

## Result

Two identical semi-infinite chains of masses $m$ and springs $k$ are joined by one spring $k'$. As $k'/k\to0$, their classical thermal conductance obeys

$$G\;\to\;\frac{k_B\,w\,k'}{4k},\qquad w=2\sqrt{k/m},$$

where $w$ is the maximum angular frequency of the chain. The law is linear in $k'$, although the energy transmission at any fixed nonzero frequency falls as $k'^2$. It holds for free one-dimensional chains. Pinned chains and planar interfaces behave differently, as shown below.

The model is harmonic, with nearest-neighbour springs and motion along the chain. Time dependence is $e^{-i\omega t}$.

## What conductance means here

The far ends are reservoirs at temperatures $T_L$ and $T_R$. Let $q$ be the phase advance per atom. Right-moving waves in $dq$ number $dq/2\pi$ per atom, carry classical energy $k_BT_L$ each, and move at $d\omega/dq$ atoms per unit time. They therefore bring the power $k_BT_L\,d\omega/2\pi$ to the joint, which passes a fraction $\mathcal T(\omega)$. The right side sends back the same expression with $T_R$, and by mirror symmetry the same $\mathcal T$. Dividing the net power by $T_L-T_R$ gives

$$G=\frac{k_B}{2\pi}\int_0^{w}\mathcal T(\omega)\,d\omega. \tag{1}$$

This is a conductance between reservoirs. A perfect chain, $\mathcal T=1$, has the finite value $G_0=k_Bw/2\pi$.

## Simplest case: two strings and a spring

At long wavelength a chain is a string of impedance $Z=\sqrt{km}$. A force $F$ on the end of a half-string gives it the velocity $F/Z$. Since velocity is $-i\omega u$, the end displacement is $u=gF$ with compliance $g=i/(\omega Z)$.

A wave of amplitude $A$ arriving at a free end moves that end by $U=2A$. Now attach the joining spring. Its force $F=k'(u_0-u_1)$ pushes the right end by $+F$ and the left end by $-F$, so

$$u_1=gF,\qquad u_0=U-gF,\qquad F=\frac{k'U}{1+2k'g}. \tag{2}$$

The last relation follows by inserting the first two into the spring law. The transmitted amplitude is $u_1$. Both strings have the same impedance, so the energy transmission is

$$\mathcal T=\left|\frac{u_1}{A}\right|^2=\left|\frac{2k'g}{1+2k'g}\right|^2=\frac{1}{1+(\omega/\omega_c)^2},\qquad \omega_c=\frac{2k'}{Z}.$$

A string has no top frequency, so the integral runs to infinity:

$$G=\frac{k_B}{2\pi}\,\frac{\pi\omega_c}{2}=\frac{k_B\omega_c}{4}=\frac{k_Bk'}{2Z}. \tag{3}$$

Since $w/4k=1/(2\sqrt{km})$, this is already the stated law. The joint is a low-pass filter. A softer spring narrows the passband in proportion to $k'$, but the transmission at its bottom stays at one.

As a limit, $k'\to\infty$ makes (3) diverge. That is a fault of the string, which has infinitely many classical modes. The atoms must be put back.

## Generalization to atoms

In the bulk, $-m\omega^2u_n=k(u_{n+1}+u_{n-1}-2u_n)$. With $u_n\propto e^{iqn}$,

$$m\omega^2=2k(1-\cos q)=4k\sin^2(q/2),\qquad x\equiv\frac{\omega}{w}=\sin\frac q2 .$$

**End compliance.** Push atom 1 of the free right half-chain with a force $F$. Only an outgoing wave results, so $u_2=e^{iq}u_1$, and

$$F=\left[k-ke^{iq}-m\omega^2\right]u_1=k(e^{-iq}-1)u_1,$$

where $m\omega^2=k(2-e^{iq}-e^{-iq})$ was used. Because $e^{-iq}-1=-2i\sin(q/2)\,e^{-iq/2}$,

$$g=\frac{i\,e^{iq/2}}{2k\sin(q/2)}=\frac{-1+i\cot(q/2)}{2k}. \tag{4}$$

For small $q$ this becomes $i/(kq)=i/(\omega Z)$, the string value.

**Free-end motion.** On the left chain take $u_n=A(e^{iqn}+re^{-iqn})$, ending at atom 0. A free end is equivalent to a fictitious atom with $u_1=u_0$, since the missing spring would then carry no force. This gives $e^{iq}+re^{-iq}=1+r$, hence $r=e^{iq}$ and

$$U=A(1+e^{iq})=2A\cos(q/2)\,e^{iq/2}.$$

**Transmission.** Equation (2) holds unchanged. From (4), $|g|^2=1/[4k^2\sin^2(q/2)]$, so

$$\mathcal T=\frac{k'^2|g|^2\,4\cos^2(q/2)}{|1+2k'g|^2}=\frac{4k'^2(\mathrm{Im}\,g)^2}{|1+2k'g|^2}. \tag{5}$$

Write $s=k'/k$. Then $2k'g=s[-1+i\cot(q/2)]$, and $\cot^2(q/2)=(1-x^2)/x^2$. Multiplying numerator and denominator by $x^2$,

$$\mathcal T=\frac{s^2(1-x^2)}{(1-s)^2x^2+s^2(1-x^2)}=\frac{s^2(1-x^2)}{s^2+(1-2s)x^2}. \tag{6}$$

Three limits fit the physics:

- For $s=1$ there is no joint, and $\mathcal T=1$.
- For $x\to0$ at any $s>0$, $\mathcal T\to1$: a slow wave moves both ends together and hardly stretches the spring.
- For $s\to\infty$, $\mathcal T\to1-x^2$. The rigid bond makes one atom of mass $2m$, which still scatters.

## The integral and its weak-bond limit

Equation (1) is now $G=G_0I$ with $I=\int_0^1\mathcal T\,dx$. Put $a=1-2s$ and take $s<1/2$. Splitting the fraction,

$$\frac{1-x^2}{s^2+ax^2}=-\frac1a+\left(1+\frac{s^2}{a}\right)\frac1{s^2+ax^2},\qquad 1+\frac{s^2}{a}=\frac{(1-s)^2}{a}.$$

Since $\int_0^1dx/(s^2+ax^2)=\arctan(\sqrt a/s)/(s\sqrt a)$,

$$I=s\left[\frac{(1-s)^2}{a^{3/2}}\arctan\frac{\sqrt a}{s}-\frac sa\right]. \tag{7}$$

At $s=1/2$ the integrand is simply $1-x^2$, and $I=2/3$.

For small $s$, $\arctan(\sqrt a/s)=\pi/2-s+O(s^2)$ and $(1-s)^2a^{-3/2}=(1-2s)(1+3s)+O(s^2)=1+s+O(s^2)$. Therefore

$$I=s\left[\frac\pi2+\left(\frac\pi2-1\right)s-s+\dots\right]=\frac{\pi s}{2}\left[1+\left(1-\frac4\pi\right)s+O(s^2)\right]. \tag{8}$$

Multiplying by $G_0=k_Bw/2\pi$ gives $G\to k_Bws/4$. The first relative correction is $-0.273\,s$.

## Where the expected square goes

Treat the joint as a small perturbation at fixed $x$. Equation (6) then gives $\mathcal T\approx s^2(1-x^2)/x^2$, quadratic in $k'$. But the integral of this expression diverges at $x\to0$, so it cannot supply the conductance. The expansion fails when $x$ is no longer large compared with $s$, where the true transmission levels off at one.

The size follows at once: a window of width about $s$, with transmission of order one, contributes an amount of order $s$. In the weak-bond limit the part below $x=s$ is

$$\int_0^s\frac{dx}{1+x^2/s^2}=\frac{\pi s}{4},$$

exactly half of the total $\pi s/2$. The part above a fixed $x_0$ is of order $s^2/x_0$, a vanishing share.

## Other chains with the same low-frequency impedance

That vanishing share suggests that the upper spectrum is irrelevant. To see this, (5) is needed for a general half-chain with compliance $g$.

Drive the end with $F$. The wave carries away the power $P=\tfrac12\omega\,\mathrm{Im}\,g\,|F|^2$. The time-reversed motion has end displacement $g^*F^*$, force $F^*$ and incoming power $P$. Subtract from it an outgoing motion driven by $F^*$. The end is now free, and it moves by $U=(g^*-g)F^*=-2i\,\mathrm{Im}\,g\,F^*$. Hence $|U|^2/P=8\,\mathrm{Im}\,g/\omega$. The force (2) delivers $\tfrac12\omega\,\mathrm{Im}\,g\,|F|^2$ to the other side, with $|F|^2=k'^2|U|^2/|1+2k'g|^2$. Dividing by $P$ reproduces (5).

If $g\to i/(\omega Z)$ at low frequency and stays bounded in the bands above any fixed frequency, the higher bands contribute order $k'^2$ and the passband gives (3). So $G\to k_Bk'/(2Z)$.

Alternating masses $m_1,m_2$ give an example. The force-to-displacement ratios $S_1,S_2$ at the two kinds of end satisfy

$$S_1=-m_1\omega^2+\frac{kS_2}{k+S_2},\qquad S_2=-m_2\omega^2+\frac{kS_1}{k+S_1}.$$

For small $\omega$ use $kS/(k+S)\approx S-S^2/k$ and add the equations. To leading order $S_1=S_2=S$ with $S^2=-k\bar m\omega^2$, where $\bar m$ is the mean mass, so $Z=\sqrt{k\bar m}$. Solving the pair as a quadratic at each frequency, with masses $1.5\bar m$ and $0.5\bar m$ and $s=0.001$, and integrating (5) by the trapezoidal rule gives $G/(k_Bk'/2Z)=0.9997$ with heavy end atoms and $0.9987$ with light ones.

## Quantum statistics

Quantum mechanics replaces $k_BT$ per mode by $\hbar\omega/(e^y-1)$ with $y=\hbar\omega/k_BT$, zero-point energy carrying no net heat. Its temperature derivative is $k_BE(y)$, where

$$E(y)=\frac{y^2e^y}{(e^y-1)^2}=\left[\frac{y/2}{\sinh(y/2)}\right]^2\approx1-\frac{y^2}{12}\quad(y\ll1).$$

The factor $E$ enters the integrand of (1). Let $\theta=\hbar w/k_BT$. For $s\to0$ at fixed $\theta$, the passband has $y\lesssim s\theta\to0$ and stays classical. The loss comes from the tail:

$$\frac{\Delta G}{G}\approx-\frac{2s}{\pi}\int_0^1\frac{1-x^2}{x^2}\,[1-E(\theta x)]\,dx. \tag{9}$$

The integral converges because $1-E$ starts as $\theta^2x^2/12$. A weak joint can therefore be nearly classical while the chains are not. The conditions are $s\ll1$ and $\hbar sw\ll k_BT$.

In the opposite limit, $k_BT\ll\hbar sw$, thermal waves see $\mathcal T=1$. With $\int_0^\infty E\,dy=\pi^2/3$,

$$G\to\frac{k_B}{2\pi}\,\frac{k_BT}{\hbar}\,\frac{\pi^2}{3}=\frac{\pi^2k_B^2T}{3h},$$

which does not contain $k'$.

## Pinned chains and planar interfaces

Tie each atom to a fixed background by a spring $\kappa$. Then $m\omega^2=\kappa+4k\sin^2(q/2)$. The end equation gains $+\kappa$ as well, the two cancel, and (4) is unchanged as a function of $q$. So (6) still holds if $x$ now means $\sin(q/2)$. The frequency becomes

$$\omega=w\sqrt{x^2+p^2},\qquad p^2=\frac{\kappa}{4k},\qquad I_p=\int_0^1\mathcal T\,\frac{x\,dx}{\sqrt{x^2+p^2}}.$$

For $s,p\ll1$, use $\mathcal T\approx s^2/(s^2+x^2)$ and $v=\sqrt{x^2+p^2}$. If $p<s$,

$$I_p\approx\int_p^\infty\frac{s^2\,dv}{v^2+s^2-p^2}=\frac{s^2}{\sqrt{s^2-p^2}}\arccos\frac ps .$$

For $p\to0$ this returns $\pi s/2$. If $p>s$, the same integral is $s^2\,\mathrm{arcosh}(p/s)/\sqrt{p^2-s^2}$, which tends to $(s^2/p)\ln(2p/s)$ for $s\ll p$. Pinning removes the slow waves that carried the linear term.

A planar joint between two simple cubic lattices, with one displacement per atom and springs $k$ in all directions, is a set of such chains. Each transverse wavevector acts as pinning with $p^2=\sin^2(q_x/2)+\sin^2(q_y/2)$. Averaging over $q_x,q_y$ leaves $\langle1/p\rangle=C$ finite, because $1/p$ is integrable in two dimensions. The range $s\ll x\ll1$ then contributes $s^2C\int dx/x$, so

$$I_{\rm plane}=s^2\left[C\ln(1/s)+D+\dots\right],$$

with $D$ a constant. Writing $1/p=(2/\sqrt\pi)\int_0^\infty e^{-u^2p^2}du$ and averaging over the angles gives

$$C=\frac2{\sqrt\pi}\int_0^\infty\left[e^{-u^2/2}I_0(u^2/2)\right]^2du=1.286$$

by Simpson's rule, $I_0$ being the modified Bessel function. The full averaged integral has a mean exponent of $1.86$ in $k'$ between $s=10^{-4}$ and $10^{-3}$. The logarithm keeps it below two.

## Numbers for a polymer-like joint

Take rough values for polyethylene-like chains joined end to end by a hydrogen-bond-like link: $m=14$ u, $k=300$ N/m, $k'=15$ N/m, $T=300$ K. Then $s=0.05$, $w=2.272\times10^{14}$ rad/s and $sw=1.136\times10^{13}$ rad/s. The perfect-chain value is $G_0=499.2$ pW/K. The limiting law gives

$$G=\frac{\pi s}{2}G_0=0.07854\times499.2=39.2\ \text{pW/K}=0.245\ \text{eV/(ns K)}.$$

The full integral (7) is $I=0.07746$, so $G=38.7$ pW/K, 1.4% below the law. At fixed $k$ and $m$:

| $k'$ (N/m) | $G$ (pW/K) | $G$/law |
|---:|---:|---:|
| 150 | 332.8 | 0.849 |
| 30 | 76.2 | 0.972 |
| 15 | 38.7 | 0.986 |
| 3 | 7.82 | 0.997 |
| 0.3 | 0.784 | 1.000 |

In the example $\mathcal T$ is 0.965 at $x=0.01$, 0.525 at $x=0.05$ and 0.008 at $x=0.5$.

The same conductance can be found without (1). Take two chains of 300 atoms, one hot and one at rest, with the joint unstretched. Fix the hot chain's outer end and leave the other free. Expand the motion in normal modes and average the thermal mean power through the joint over times from $120$ to $480\sqrt{m/k}$, before echoes return. The result is $G=0.024655\,k_B\sqrt{k/m}$. Equation (7) gives $0.024655$ in the same unit.

**Statistics and contacts.** Here $\hbar w/k_B=1735$ K but $\hbar sw/k_B=87$ K. Quantum statistics lower $G$ by 4.5%, to 36.9 pW/K. Equation (9) predicts $0.925\,s=4.6\%$. A perfect chain would fall to 0.54 of its classical value. If the joint's own resistance is defined as $1/G-1/G_0$, its conductance is $38.67/(1-0.07746)=41.9$ pW/K. Since $G/G_0\approx\pi s/2$, this choice alters the law only at relative order $s$.

**Beside a real chain.** The model's band top is too high: the longitudinal acoustic band of polyethylene ends very roughly at $10^{14}$ rad/s. This matters little if the low-frequency impedance $Z$ is kept the same: choosing $k$ and $m$ so that the model's band ends at that frequency, with $Z$ and $k'$ fixed, changes the quantum $G$ by only 0.3%. A change in $Z$ itself would change $G$ as $1/Z$. Bending and twisting waves, which would add channels, are left out. Two other assumptions cost more. A surrounding matrix, modelled as a fixed background with a rough on-site stiffness of 1 N/m, gives $p=0.029$, comparable with $s$, and lowers the classical $G$ to 28.5 pW/K, a fall of 26%. A real matrix moves, so it opens no true gap, and it offers heat paths around the joint. The figure is therefore only a guide to the size of the effect. If the joint belonged to the planar lattice above, at the same $s$, the classical conductance per bond would be one tenth of the chain value.

**Softening of the bond.** The harmonic thermal stretch is $\sqrt{k_BT/k'}=17$ pm, which is not small for such a bond. Model the bond by a Morse potential $D(1-e^{-\alpha\delta})^2$ under no mean tension, with stretch $\delta$ and a rough $\alpha=15$ nm$^{-1}$. Matching the curvature, $k'=2D\alpha^2$, gives $D=0.208$ eV and $t=k_BT/D=0.124$. With $y=\alpha\delta$ now the scaled stretch,

$$\frac{V}{k_BT}=\frac1t\left(y^2-y^3+\frac7{12}y^4-\dots\right).$$

Which stiffness carries the heat? For a weak joint the chains act as strings. The right end moves with $\dot u_1=(F+\xi_R)/Z$, where $F=-V'(\delta)$ and $\xi_R$ is the random force of the incoming thermal waves, with $\langle\xi_R(\tau)\xi_R(\tau')\rangle=2Zk_BT_R\,\delta(\tau-\tau')$ (here $\delta(\tau)$ is the Dirac function). This noise shifts the stretch as it acts, which gives $\langle F\xi_R\rangle=-k_BT_R\langle V''\rangle$. The bond therefore delivers the mean power $(\langle F^2\rangle-k_BT_R\langle V''\rangle)/Z$ to the right, and the same expression with $T_L$ to the left. In a steady state the two add to zero, which fixes $\langle F^2\rangle$ and leaves

$$G=\frac{k_B\langle V''\rangle}{2Z}.$$

This is (3) with $k'$ replaced by the thermal mean curvature. For the Morse bond $V''/k'=2e^{-2y}-e^{-y}\approx1-3y+\tfrac72y^2$. To leading order $\langle y^2\rangle=\sigma^2=t/2$, and the cubic term of $V$ gives $\langle y\rangle=3\sigma^4/t=3t/4$. Hence

$$\frac{\langle V''\rangle}{k'}\approx1-\frac{9t}4+\frac{7t}4=1-\frac t2=0.938,$$

which lowers the classical $G$ to about 36.3 pW/K. The full Boltzmann average over the closed bond, taken as $y<3$, gives 0.926 instead of 0.938, and $G$ about 35.8 pW/K. The variance of the stretch changes much more. Its factor is $1+11t/4$ for very small $t$, and at the present $t$ it is larger than this and depends on where the bond is counted as open. But the variance measures the static softness of the bond and does not set the heat current. The factor $e^{-D/k_BT}=3\times10^{-4}$ also shows that the bond can open thermally. The calculation describes the joint while it is closed.
